# Thermal Angular Spread of a Rigid Island on an Oxide

## Problem

A flat, rigid island of a two-dimensional semiconductor, of area $A=100\ \mathrm{nm^2}$, lies on a crystalline oxide at $T=1000\ \mathrm{K}$. It can turn in the plane about its preferred orientation. When it is turned by a small angle $\theta$, its energy rises by

$$
E(\theta)=\tfrac12\,\kappa A\,\theta^2,\qquad \kappa=1\ \mathrm{eV\,rad^{-2}\,nm^{-2}} .
$$

(a) Estimate the standard deviation of $\theta$ in thermal equilibrium, in degrees.

(b) Find how much the periodicity of the angle and quantum mechanics change the estimate, and whether the registry energy can shear the film appreciably.

(c) Decide whether the estimate still holds if the stiffness comes from atom-by-atom locking of the island to a matching lattice.

Energies are in eV and lengths in nm, which suit the problem better than atomic units. The stiffness $\kappa$ is the second derivative of the energy per area with respect to angle; hence the factor $\tfrac12$.

## Solution

### (a) The harmonic estimate

The total stiffness is

$$
K=\kappa A=1\times100=100\ \mathrm{eV/rad^2}.
$$

Let $I$ be the moment of inertia and $L$ the angular momentum. The classical Boltzmann weight is $\exp[-(L^2/2I+K\theta^2/2)/k_BT]$. It is a product of a factor in $L$ and a factor in $\theta$, so the integral over $L$ cancels on normalization. The angle is therefore distributed as

$$
p(\theta)\propto e^{-b\theta^2/2},\qquad b=\frac{K}{k_BT}.
$$

The mean angle is zero by symmetry, so the variance is $\langle\theta^2\rangle$. Since $\theta e^{-b\theta^2/2}$ is the derivative of $-e^{-b\theta^2/2}/b$, integration by parts gives

$$
\int_{-\infty}^{\infty}\theta^2e^{-b\theta^2/2}\,d\theta
=\left[-\frac{\theta}{b}e^{-b\theta^2/2}\right]_{-\infty}^{\infty}
+\frac1b\int_{-\infty}^{\infty}e^{-b\theta^2/2}\,d\theta .
$$

The boundary term vanishes. Division by the normalization integral leaves

$$
\sigma^2\equiv\langle\theta^2\rangle=\frac1b=\frac{k_BT}{\kappa A},
\qquad \langle E\rangle=\tfrac12K\sigma^2=\tfrac12k_BT .
$$

At 1000 K, $k_BT=0.08617\ \mathrm{eV}$, so

$$
\sigma=\sqrt{\frac{0.08617}{100}}=0.0294\ \mathrm{rad}
=0.0294\times\frac{180^\circ}{\pi}\approx1.7^\circ .
$$

Infinite limits are harmless here: for a sixfold orientational energy, the edge of the well lies at $30^\circ$, nearly $18\sigma$ away.

A diffraction peak is often described by its full width at half maximum. Setting $e^{-\theta^2/2\sigma^2}=\tfrac12$ gives $\theta=\sigma\sqrt{2\ln2}$ on either side, so the full width of the angular distribution is $2\sqrt{2\ln2}\,\sigma\approx4.0^\circ$. The definition of stiffness matters too. If the energy were $\kappa A\theta^2$, without the half, $K$ would double and $\sigma$ would fall by $\sqrt2$, to $1.2^\circ$.

The table applies the formula to a few cases. Each row after the first changes one quantity and holds the other two fixed.

| $\kappa$ (eV rad⁻² nm⁻²) | $A$ (nm²) | $T$ (K) | $\sigma$ (degrees) |
|---:|---:|---:|---:|
| 1.0 | 100 | 1000 | 1.68 |
| 0.5 | 100 | 1000 | 2.38 |
| 2.0 | 100 | 1000 | 1.19 |
| 1.0 | 50 | 1000 | 2.38 |
| 1.0 | 400 | 1000 | 0.84 |
| 1.0 | 100 | 800 | 1.50 |

A factor of two in the stiffness moves the answer by a factor of $\sqrt2$. The second decimal shows the scaling and is not a claim of accuracy.

### (b) Two corrections and a check of rigidity

**Periodic angle.** A simple sixfold energy with the same curvature is

$$
E=\frac{K}{n^2}(1-\cos n\theta)
=\frac{K\theta^2}{2}-\frac{Kn^2\theta^4}{24}+\dots,\qquad n=6 .
$$

The negative quartic term softens the well. To first order it multiplies the Gaussian weight by $1+c\,\theta^4$, where $c=Kn^2/(24k_BT)=n^2/(24\sigma^2)$. Repeating the integration by parts gives the Gaussian moments $\langle\theta^4\rangle_0=3\sigma^4$ and $\langle\theta^6\rangle_0=15\sigma^6$. Therefore

$$
\langle\theta^2\rangle\approx
\frac{\sigma^2+15c\,\sigma^6}{1+3c\,\sigma^4}
\approx\sigma^2+12c\,\sigma^6
=\sigma^2\left(1+\frac{n^2\sigma^2}{2}\right).
$$

Here $n^2\sigma^2/2=18\times8.62\times10^{-4}=0.016$. The spread, being a square root, grows by half of this, or 0.8 percent. Numerical integration of the Boltzmann weight over the full sector from $-30^\circ$ to $30^\circ$ also gives 0.8 percent. In this model the barrier between wells is $2K/n^2=5.6\ \mathrm{eV}$, about $64\,k_BT$. That height follows from the assumed cosine; a curvature at the minimum does not by itself determine a barrier.

**Quantum libration.** The mean energy of a quantum oscillator of angular frequency $\omega=\sqrt{K/I}$ is $(\hbar\omega/2)\coth(y/2)$, with $y=\hbar\omega/k_BT$. Half of it is potential energy, so

$$
\tfrac12K\langle\theta^2\rangle=\frac{\hbar\omega}{4}\coth\frac y2
\quad\Longrightarrow\quad
\langle\theta^2\rangle=\sigma^2\,\frac y2\coth\frac y2
\approx\sigma^2\left(1+\frac{y^2}{12}\right).
$$

The last step uses $z\coth z\approx1+z^2/3$ with $z=y/2$. For a uniform disc of mass $M$ and radius $R$,

$$
I=\frac{M}{\pi R^2}\int_0^R r^2\,2\pi r\,dr=\frac{MR^2}{2}=\frac{MA}{2\pi}.
$$

Take monolayer MoS₂ with a rough lattice period $a=0.32\ \mathrm{nm}$. One formula unit occupies $\sqrt3a^2/2$, which gives $M=3.0\times10^{-22}\ \mathrm{kg}$ and $I=4.8\times10^{-39}\ \mathrm{kg\,m^2}$. With $K$ converted to joules, $\omega=5.8\times10^{10}\ \mathrm{rad/s}$ and $\hbar\omega=3.8\times10^{-5}\ \mathrm{eV}$. The relative correction to the variance is $y^2/12\approx2\times10^{-8}$, so the classical treatment is ample.

**Elastic deformation.** To compare registry with elasticity, let a wave displace the film along $y$ by $u_y(x)$, with local slope $s=du_y/dx$. Both the shear strain $\varepsilon_{xy}$ and the local rotation equal $s/2$. If $\mu$ is the two-dimensional shear modulus, the energy densities are

$$
e_{\rm shear}=2\mu\varepsilon_{xy}^2=\frac{\mu s^2}{2},\qquad
e_{\rm registry}=\frac\kappa2\left(\frac s2\right)^2=\frac{\kappa s^2}{8},
\qquad
\frac{e_{\rm registry}}{e_{\rm shear}}=\frac{\kappa}{4\mu}.
$$

A rough modulus of $50\ \mathrm{N/m}$, or $312\ \mathrm{eV/nm^2}$, makes this ratio $8\times10^{-4}$. A smooth registry torque of the assumed strength therefore hardly shears the film. This supports the rigid-island assumption for in-plane shear; it does not address wrinkles, cracks or grain boundaries.

### (c) Locking to a matching lattice

The harmonic form must hold over several $\sigma$, and this is a demanding condition. A disc of $100\ \mathrm{nm^2}$ has radius $R=5.64\ \mathrm{nm}$. A turn by one $\sigma$ moves its rim by $R\sigma=0.17\ \mathrm{nm}$, about half a lattice period. Atoms near the rim have then left their original registry.

To see the consequence, let island and substrate have the same triangular lattice, with the disc centre held at an aligned site. Let the energy be $-D$ times the average, over all atoms and over three shortest reciprocal vectors $\mathbf G_i$, one from each pair $\pm\mathbf G$, of $\cos(\mathbf G_i\cdot\mathbf r')$. Here $\mathbf r'$ is the rotated position of an atom, and $D>0$ is the energy the whole island gains at perfect alignment, relative to a registry that has averaged to zero. Each vector has length $G=4\pi/(\sqrt3a)=22.67\ \mathrm{nm^{-1}}$.

Before rotation $\mathbf G_i\cdot\mathbf r$ is a multiple of $2\pi$, so only the displacement $\mathbf r'-\mathbf r$ matters. Its length is $2r\sin(\theta/2)\approx r\theta$. Let $\phi$ be the angle between the displacement and $\mathbf G_i$. Replacing the atom sum by an integral over the disc gives

$$
\frac{1}{\pi R^2}\int_0^R r\,dr\int_0^{2\pi}d\phi\,\cos(G\theta r\cos\phi)
=\frac{2}{R^2}\int_0^R rJ_0(G\theta r)\,dr
=\frac{2J_1(x)}{x},\qquad x=GR\theta .
$$

The first step is the integral definition of the Bessel function $J_0$; the second uses $\int_0^x tJ_0(t)\,dt=xJ_1(x)$. All three vectors give the same average. Since $2J_1(x)/x=1-x^2/8+x^4/192-\dots$,

$$
E(\theta)=-D\,\frac{2J_1(x)}{x}
\approx-D+\frac12\left(\frac{DG^2R^2}{4}\right)\theta^2,
\qquad K=\frac{DG^2R^2}{4}.
$$

At fixed depth per area, $D\propto A$; also $R^2=A/\pi$. Thus $K\propto A^2$, and $\kappa=K/A$ grows with the island instead of being a constant of the interface. As long as the island stays in the harmonic part of the well, the spread then falls as $1/A$, not as $1/\sqrt A$.

Suppose nevertheless that this mechanism supplies $K=100\ \mathrm{eV/rad^2}$ at $A=100\ \mathrm{nm^2}$. With $GR=128$, the required depth is

$$
D=\frac{4K}{(GR)^2}=\frac{400}{128^2}\approx0.024\ \mathrm{eV}=0.28\,k_BT .
$$

Such a well cannot hold the island. At $\theta=\sigma$ one has $x\approx3.8$, close to the first zero of $J_1$, so the locking energy has almost averaged away. A Boltzmann average over the $60^\circ$ sector, using an explicit sum over the 1135 lattice sites of the disc, gives a standard deviation of $17^\circ$. A uniform distribution over the same sector has $30^\circ/\sqrt3=17.3^\circ$: the island is almost free to turn. Letting the centre slide over the substrate cell as well leaves the result at $17^\circ$.

The opposite case is a deep lock, $D=20k_BT=1.7\ \mathrm{eV}$ for the whole island. Its harmonic spread is

$$
\sigma_{\rm lock}=\sqrt{\frac{k_BT}{K}}
=\frac{2}{GR}\sqrt{\frac{k_BT}{D}}
=\frac{2}{128\sqrt{20}}\ \mathrm{rad}\approx0.20^\circ .
$$

With the centre held at the aligned site, the same sum over sites gives $0.205^\circ$; if the island may also slide, the average over the position of its centre raises this to $0.22^\circ$. The depth is only 1.5 meV per site, and it is close to the least depth at which the harmonic value can be trusted, because the narrow well competes with all the unlocked angles and positions: at $D=10k_BT$ the harmonic value is $0.28^\circ$, whereas the full average gives $1.1^\circ$ with the centre held and about $6^\circ$ with it free. The stiffness at $D=20k_BT$ is about 70 times the value posed, because $K\propto D$ and the depth has risen from $0.28$ to $20\,k_BT$.

The answer to (c) is therefore no. The estimate of $1.7^\circ$ needs an orientational energy that remains harmonic over several degrees. A stiffness measured or computed at very small angles is not enough to establish this.

## Reading the result for a real film

The example lies in the regime of monolayer MoS₂ grown on c-plane sapphire at roughly 1000 K, with islands about 10 nm across. The value of $\kappa$ is a round model parameter, not a property established for that interface. Sapphire also has a different surface period from MoS₂, so the matching lattice in (c) illustrates a mechanism and does not describe this pair. Three MoS₂ periods (about 0.948 nm) do, however, nearly equal two sapphire periods (about 0.952 nm), so a similar locking through this coincidence cannot be excluded; its strength would have to be computed or measured. For the model numbers used here, changing the form of the orientational energy at fixed $K$ moves the spread from $1.7^\circ$ to $17^\circ$, far more than the corrections in (b). The $0.2^\circ$ of the deep lock reflects its much larger stiffness.

Equilibrium is a separate assumption. Surface steps, defects or bonds at the island edge may pin an orientation before growth ends. If the angle froze when the island had an area of $50\ \mathrm{nm^2}$, with $\kappa$ and $T$ unchanged, the estimate would be $2.4^\circ$. If a $100\ \mathrm{nm^2}$ island kept equilibrating during cooling and froze at 800 K, it would be $1.5^\circ$. Pinning by steps could favour other angles altogether, which this model cannot predict. The result also describes the spread within one orientational well; islands in different wells, such as two orientations $60^\circ$ apart, must be counted separately.
